The planar Hull cutoff and its condition on the potential profile

**Q.** I am told that a magnetic field parallel to two plane electrodes can stop electrons from crossing between them, and that the field needed does not depend on how the potential varies in the gap. The electric force at every point depends on that variation. How could it drop out?

**A.** Let us fix the model first. The cathode is the plane x = 0 at potential 0, and the anode is the plane x = d at potential V > 0. The potential φ(x) is steady and depends on x alone. A steady uniform field B points along z, parallel to the plates. An electron has charge −e, with e > 0, and mass m. It starts at rest at the cathode, meets no gas atoms, and stays slow compared with light.

The electric field has the x component −φ′(x), where the prime means d/dx. The magnetic part needs v × B = (v_y B, −v_x B, 0). Multiplying both fields by −e gives

m dv_x/dt = eφ′(x) − e v_y B

m dv_y/dt = e v_x B

No force acts along z, so v_z stays zero. The profile appears in the first equation but not in the second.

**Q.** The second equation contains v_x, and v_x depends on the profile. So v_y does too.

**A.** As a function of time, yes. As a function of position, no. Since v_x = dx/dt, the second equation reads

dv_y/dt = (eB/m) dx/dt

Both sides are time derivatives, so v_y − eBx/m is constant. It is zero at the start, where x = 0 and v_y = 0. Therefore

v_y = eBx/m

An electron that has reached the distance x has this sideways velocity, whether it got there quickly or slowly. A slow electron feels a weaker sideways force, but for a longer time, and the two effects compensate.

**Q.** That fixes one component. What fixes the other?

**A.** Energy. Multiply the first equation of motion by v_x, the second by v_y, and add:

m v_x dv_x/dt + m v_y dv_y/dt = eφ′(x) v_x − e v_x v_y B + e v_x v_y B

The magnetic terms cancel, because the magnetic force is perpendicular to the velocity and does no work. The left side is the rate of change of m(v_x² + v_y²)/2, and φ′(x)v_x is dφ/dt along the path. With zero speed at φ = 0,

m(v_x² + v_y²)/2 = eφ(x)

Solve for v_x² and insert v_y:

v_x² = 2eφ(x)/m − (eBx/m)²

The first term is the squared speed supplied by the potential. The second is the part already used for sideways motion. An electron can be only where the difference is not negative.

**Q.** The profile is still there.

**A.** Inside the gap it is. At the anode, φ(d) = V for every profile, so arrival requires

2eV/m ≥ e²B²d²/m²

Multiplying by m²/(e²d²), which is positive, gives B² ≤ 2mV/(ed²), or B ≤ B_H with

B_H = sqrt(2mV/e)/d

This is the Hull field. If B > B_H, an electron at the anode would need more sideways energy than the voltage can supply, so none arrives, whatever the profile.

**Q.** Can you put numbers to it?

**A.** Take V = 400 V and d = 50 mm. Without relativity, which would lower it by 0.06%, an electron that falls through V has the speed

v_V = sqrt(2eV/m) = 1.1862 × 10⁷ m/s

From v_V² = 2eV/m we have 2mV/e = 4V²/v_V², so sqrt(2mV/e) = 2V/v_V. Hence

B_H d = 800 V / (1.1862 × 10⁷ m/s) = 67.44 mT mm

B_H = 67.44 mT mm / 50 mm = 1.349 mT = 13.49 gauss

At fixed gap, four times the voltage doubles B_H. At fixed voltage, half the gap doubles it.

**Q.** You have shown that electrons cannot arrive above B_H. You have not shown that they do arrive below it. Could they not turn back halfway?

**A.** They could, and here the claim of independence needs a condition. Suppose that the potential nowhere falls below a parabola through its end values:

φ(x) ≥ V(x/d)² for 0 ≤ x ≤ d

Insert this lower bound into the expression for v_x². Since 2eV/(md²) = (eB_H/m)²,

v_x² ≥ (e/m)²(B_H² − B²)x²

For B < B_H the right side is positive at every x > 0, so there is no turning point before the anode.

The electron must also get away from the cathode in a finite time. If φ′(0) > 0, then v_x grows as √x near the cathode, and the integral of dx/√x from zero is finite. If φ is proportional to x^(4/3), the surface field vanishes, but v_x grows as x^(2/3) and the time is again finite. In that case an electron placed exactly at rest could also stay there, so "emitted at rest" means the limit of a vanishingly small push. If φ grows only as x², the time diverges logarithmically, and the starting condition fails.

With both conditions met, B_H is the cutoff. At B = B_H itself v_x vanishes at the anode. In the vacuum profile, for example, the electron just touches the surface, moving parallel to it with speed v_V, and would turn back at once if the anode did not collect it.

**Q.** Which profiles satisfy the parabola condition?

**A.** Write s = x/d, which lies between 0 and 1. The vacuum profile φ = Vs satisfies it because s ≥ s². The profile φ = Vs^(4/3), which belongs to space-charge-limited flow without a magnetic field, satisfies it because s^(4/3) ≥ s². I use it here as a prescribed profile; a strong electron current in a magnetic field makes its own potential, which has to be found and compared with the parabola.

Any concave profile also qualifies. A concave curve lies on or above its chord, so φ ≥ Vs ≥ Vs². By Poisson's equation, φ″ = −ρ/ε₀, where ρ is the charge density, so concave means that the net charge is nowhere negative.

**Q.** Show me one that fails.

**A.** Take

φ/V = 0.2s + 0.8s³

It has the right end values and a positive slope at the cathode. Its second derivative is positive for s > 0, so it needs negative space charge, growing towards the anode. For any profile that has φ′(0) > 0 and stays positive in the gap, setting v_x² ≥ 0 at every x gives the cutoff

B_c = minimum over 0 < x ≤ d of sqrt(2mφ(x)/e)/x

Dividing by B_H and squaring, we need the minimum of φ/(Vs²) = 0.2/s + 0.8s. Its derivative, −0.2/s² + 0.8, vanishes at s = 1/2, where the ratio is 0.4 + 0.4 = 0.8. Thus

B_c = sqrt(0.8) B_H = 1.206 mT

At 0.9 B_H, which is 1.214 mT, electrons already turn back. The turning point follows from 0.2/s + 0.8s = 0.81, or 0.8s² − 0.81s + 0.2 = 0. The smaller root is s = 0.427, so they turn at 21.35 mm, less than halfway across.

The correct statement is therefore this: B_H is an upper limit for every profile, and it is the cutoff for the profiles that stay on or above the parabola and let the electron leave.

**Q.** I would like to see the vacuum case without the energy argument.

**A.** Let ω = eB/m. With φ′ = V/d and v_y = ωx, the first equation of motion becomes

d²x/dt² = eV/(md) − ω²x

The solution that starts at x = 0 at rest is

x = R(1 − cos ωt), R = eV/(mdω²)

Ignoring the anode for a moment, the greatest distance is 2R. It equals d when ω² = 2eV/(md²), which is B = B_H. The path is a cycloid whose top just touches the anode.

**Q.** If the cutoff is the same for different profiles, what does change?

**A.** The path and the time spent on it. The flight time is the integral of dx/v_x from 0 to d. For vacuum at B = 0.9 B_H, R = d/(2 × 0.81), so the electron arrives when cos ωt = 1 − 2 × 0.81 = −0.62.

To compare, I add two profiles. One has a cathode sheath of thickness a = 1 mm:

φ/V = 1 − (1 − x/a)^(4/3) for x < a, and φ/V = 1 beyond

The other rises above the anode potential inside the gap: φ/V = s + 0.8 sin(πs). Both satisfy the parabola condition. Integrating the equations of motion with a Runge–Kutta method, at the same V, d and B = 0.9 B_H, gives these flight times:

- vacuum: 10.5 ns
- 4/3 law: 15.7 ns
- cathode sheath: 5.3 ns
- hump above the anode potential: 5.9 ns

The times differ by a factor of about three, while all four profiles have the cutoff 1.349 mT.

**Q.** Electrons knocked out of a cathode by ions do not start at rest. Does a small starting energy matter?

**A.** More than its share of the energy suggests. Let the initial speed be v0, with components v_x0 ≥ 0 and v_y0 and none along z. The two conservation laws become

v_y = v_y0 + eBx/m

v_x² + v_y² = v0² + 2eφ(x)/m

Arrival requires (v_y0 + eBd/m)² ≤ v0² + v_V². Taking the square root and solving for B,

B ≤ (m/(ed)) [sqrt(v_V² + v0²) − v_y0]

For the vacuum profile this is also sufficient. There v_x² is a quadratic function of x with negative curvature. If it is not negative at either electrode, it is positive between them.

With a rough 4 eV of emission energy, v0/v_V = sqrt(4/400) = 0.1. Since B_H = mv_V/(ed), the cutoff divided by B_H is sqrt(1.01) − v_y0/v_V. This gives:

- emission along the normal: 1.005 B_H = 1.356 mT
- v_y0 = −v0: 1.105 B_H = 1.49 mT
- v_y0 = +v0: 0.905 B_H = 1.221 mT

An energy of one per cent of eV can move the cutoff by about ten per cent of B_H when the electron leaves along ±y, because the sideways velocity enters linearly. For a single starting velocity the cutoff is still sharp. With 4 eV electrons leaving in all directions, the individual cutoffs spread from 0.905 to 1.105 B_H, so the fraction that arrives falls gradually over that range.

**Q.** And if the electrons become fast enough for relativity?

**A.** The sideways momentum is still p_y = eBx, and the total energy is mc² + eφ, where c is the speed of light. Hence

p² = [(mc² + eφ)² − m²c⁴]/c² = 2meφ + e²φ²/c²

At the anode we need (eBd)² ≤ 2meV + e²V²/c². The limit is therefore

B = B_H sqrt(1 + eV/(2mc²))

For the vacuum profile there is no earlier turning point, since p_x² = 2meV(s − s²) at this field. The shift is 0.02% of B_H at 400 V, and 4.8% at 100 kV.

**Q.** Sputtering magnetrons use much stronger fields than 1.35 mT. What does the formula tell me there?

**A.** How far from the target the electrons can go. The target is the cathode. Take the sheath profile and a uniform 30 mT, which is 22 times B_H. Beyond the sheath φ = V, so v_x vanishes at

h = 67.4 mT mm / 30 mT = 2.25 mm

This lies outside the 1 mm sheath, as the use of φ = V requires. There is no earlier turning point, because the profile is concave between 0 and h and the parabola argument applies with h in place of d. In this model electrons emitted at rest stay within 2.25 mm of the target. An emission energy of 4 eV can raise this to about 2.5 mm.

**Q.** The field of a magnetron falls off with distance. You assumed that it is uniform.

**A.** Keep B along z but let it depend on x. Without a current in the gap, such a field cannot fill the whole gap. It can describe the mid-plane of an arch of field lines, where the field is parallel to the target, and an electron that starts at rest on that plane stays on it. Then dv_y/dt = (e/m)B(x) dx/dt, and

v_y = (e/m)Ψ(x), where Ψ(x) is the integral of B from 0 to x

The limit at the anode is Ψ(d) = sqrt(2mV/e), so the mean field across the gap replaces B. For B = B₀ exp(−x/L) with a rough L = 10 mm, the mean field divided by the surface field is

(L/d)(1 − e^(−d/L)) = 0.2 × (1 − e^(−5)) = 0.1987

The surface field at the limit is B₀ = 1.349/0.1987 = 6.79 mT.

The condition on the profile changes too. It is now φ ≥ V[Ψ(x)/Ψ(d)]². The sheath profile meets it, so its cutoff is 6.79 mT. The vacuum profile does not. With τ = x/L, the surface field that stops the electron at x is

B₀ = B_H sqrt(d/L) sqrt(τ)/(1 − e^(−τ))

Its minimum lies where e^τ = 1 + 2τ, or τ = 1.256, and the cutoff there is 4.73 mT. In this decaying field two concave profiles have cutoffs that differ by 30% of the larger one. The guarantee for every concave profile was derived for a uniform field and does not carry over.

**Q.** What about the gas?

**A.** At 5 mTorr and 300 K the ideal-gas density is p/(k_B T) = 1.61 × 10²⁰ m⁻³. With a rough, constant electron–argon cross-section of 5 × 10⁻²⁰ m², the mean free path is 1/(nσ) = 124 mm.

For the sheath profile in a uniform field B_H, the path to the anode is close to a quarter circle of radius d, because beyond the thin sheath the speed is constant. Its length is πd/2 = 78.5 mm, and the chance of a collision on the way is

1 − exp(−78.5/124) ≈ 0.5

At 30 mT the numerical trajectory out and back is 7.09 mm long, and the chance is about 6% per arch. These chances count all collisions, and at 400 eV most of them deflect the electron only slightly. A partial-wave estimate in the static potential of the argon atom gives an elastic momentum-transfer cross-section of only about 0.6 × 10⁻²⁰ m², so a strong elastic deflection has a chance of roughly 0.7% per arch, or 8% on the 78.5 mm path. Such a deflection changes v_y abruptly and breaks the link between v_y and x. The electron can then start its next arch farther from the cathode, and repeated collisions can carry it across the field.

**Q.** So may I take B_H as the field at which the discharge current stops?

**A.** No. It marks the end of direct, collisionless flight from cathode to anode. A few hundred volts, tens of millitesla at the target, a few millitorr of argon and several centimetres to the substrate are rough typical conditions for dc magnetron sputtering, so the example lies in that regime. The plane anode and the parallel field are idealizations. Real field lines arch over the target and meet its surface, and the field weakens with distance. With the sheath profile and the exponential decay used above, that weakening alone raises the required surface field from 1.35 to 6.79 mT, a factor of five, and 30 mT is still 4.4 times larger. Collisions and fluctuating electric fields let electrons cross the magnetic field. A potential that varies in time also invalidates the energy equation, and I have not estimated the size of that effect. If the potential is steady, and both the potential and the field depend only on x, with the field parallel to the electrodes, direct flight is blocked when the integral of the field across the gap exceeds sqrt(2mV/e) with a margin for the emission energy. Where the field lines arch, electrons can also move along them, and this test alone does not guarantee blocking. In neither case does the formula predict the current.

Numbers in the example were calculated in double precision.
